**Quasi-harmonic thermal expansion of two model polymorphs**

The program tests α = Σᵢ γᵢcᵢ/(B_T V), where α is the volumetric expansion coefficient at fixed pressure, γᵢ = −d ln ωᵢ/d ln V, cᵢ is the heat capacity of mode i, and B_T is the isothermal bulk modulus at the equilibrium volume V. It asserts that the formula agrees with direct minimization of the free energy followed by numerical differentiation in temperature, at three temperatures and at pressures of 0 and 10 GPa. Explicit sums over oscillator levels test the mode functions, and numerical derivatives test the phonon pressure, entropy and modulus relations. A further test adds a shape coordinate and confirms the formula when γᵢ follows the isothermally relaxed path. Scaling the static stiffness tests the order of the error in the relaxation-energy estimate and in the static-path approximation. The output shows one polymorph contracting below about 114 K, and a free-energy crossing that moves from about 803 K to 707 K when both polymorphs may expand.

## Numerical verification

```python
"""Quasi-harmonic thermal expansion of model polymorphs.

Result under test:  alpha = sum_i gamma_i c_i / (B_T V)
  alpha   : (1/V) dV/dT at fixed pressure, V minimizing F(V,T) + P V
  gamma_i : -d ln(omega_i) / d ln(V);   c_i : heat capacity of mode i
  B_T     : V d2F/dV2, isothermal bulk modulus including phonons
All quantities are taken at the equilibrium volume at temperature T.
Internal units: eV, cubic angstrom, kelvin; volumes per formula unit.
Direct minimization and numerical derivatives use 50-digit arithmetic.
"""
from mpmath import mp, mpf, exp, log
from scipy.constants import Boltzmann, elementary_charge
from scipy.optimize import brentq

mp.dps = 50
KB = mpf(Boltzmann) / mpf(elementary_charge)
GPA = mpf(10) ** -21 / mpf(elementary_charge)   # eV per cubic angstrom
H = mpf(10) ** -8                               # finite-difference step

V0 = mpf(35)            # static equilibrium volume
B0 = 200 * GPA          # static bulk modulus at V0
BP = mpf(4)             # pressure derivative of the static modulus
Q = mpf(2)              # gamma_i = gamma_i(V0) * (V/V0)**Q

# each group: (number of modes, quantum at V0 in eV, gamma at V0)
SHARED = [(3, mpf("0.040"), mpf("1.0")), (3, mpf("0.070"), mpf("1.5"))]
MODES = {"R": [(3, mpf("0.020"), mpf("-0.5"))] + SHARED,
         "S": [(3, mpf("0.015"), mpf("2.0"))] + SHARED}
OFFSET = {"R": mpf(0), "S": mpf("0.060")}       # static energy at V0


def slope(f, x):
    return (f(x + H) - f(x - H)) / (2 * H)


def curvature(f, x):
    return (f(x + H) - 2 * f(x) + f(x - H)) / H ** 2


def minimize(f, x):
    """Newton search using only values of f; checks for a true minimum."""
    for _ in range(60):
        up, mid, down = f(x + H), f(x), f(x - H)
        bend = (up - 2 * mid + down) / H ** 2
        step = (up - down) / (2 * H) / bend
        x -= step
        if abs(step) < mpf(10) ** -25:
            assert bend > 0
            return x
    raise RuntimeError("minimum not found")


def close(a, b, tol=1e-10):
    return abs(a - b) <= tol * max(abs(a), abs(b))


def mode_free(w, T):
    return w / 2 + KB * T * log(1 - exp(-w / (KB * T)))


def mode_energy(w, T):
    return w / 2 + w / (exp(w / (KB * T)) - 1)


def mode_heat(w, T):
    x = w / (KB * T)
    return KB * x ** 2 * exp(x) / (exp(x) - 1) ** 2


def quantum(w0, g0, V):
    return w0 * exp(-(g0 / Q) * ((V / V0) ** Q - 1))


def gamma(g0, V):
    return g0 * (V / V0) ** Q


def static_energy(V):
    return (B0 * V / BP * ((V0 / V) ** BP / (BP - 1) + 1)
            - B0 * V0 / (BP - 1))


def phonon_free(name, V, T):
    return sum(n * mode_free(quantum(w, g, V), T) for n, w, g in MODES[name])


def free_energy(name, V, T, stiff=1):
    return OFFSET[name] + stiff * static_energy(V) + phonon_free(name, V, T)


def volume(name, T, P=0):
    return minimize(lambda V: free_energy(name, V, T) + P * V, V0)


def weighted_heat(name, V, T):
    return sum(n * gamma(g, V) * mode_heat(quantum(w, g, V), T)
               for n, w, g in MODES[name])


def phonon_pressure(name, V, T):
    return sum(n * gamma(g, V) * mode_energy(quantum(w, g, V), T)
               for n, w, g in MODES[name]) / V


def bulk_modulus(name, V, T):
    total = B0 * (V0 / V) ** BP
    for n, w0, g0 in MODES[name]:
        w, g = quantum(w0, g0, V), gamma(g0, V)
        total += n * (g * (1 + g - Q) * mode_energy(w, T)
                      - g ** 2 * T * mode_heat(w, T)) / V
    return total


def alpha_formula(name, V, T):
    return weighted_heat(name, V, T) / (bulk_modulus(name, V, T) * V)


# --- mode functions against explicit sums over oscillator levels
for w, T in [(mpf("0.02"), mpf(300)), (mpf("0.07"), mpf(900))]:
    levels = [w * (n + mpf(1) / 2) for n in range(300)]
    weights = [exp(-e / (KB * T)) for e in levels]
    Z = sum(weights)
    mean = sum(e * p for e, p in zip(levels, weights)) / Z
    square = sum(e * e * p for e, p in zip(levels, weights)) / Z
    assert close(-KB * T * log(Z), mode_free(w, T))
    assert close(mean, mode_energy(w, T))
    assert close((square - mean ** 2) / (KB * T ** 2), mode_heat(w, T))
    entropy = lambda q: -slope(lambda t: mode_free(q, t), T)
    assert close(w * slope(entropy, w), -mode_heat(w, T))

# --- pressure, entropy and modulus relations, away from equilibrium too
for name in MODES:
    for V, T in [(mpf(34), mpf(200)), (mpf(36), mpf(800))]:
        for n, w, g in MODES[name]:
            rate = slope(lambda v: log(quantum(w, g, v)), V)
            assert close(-V * rate, gamma(g, V))
        assert close(-slope(lambda v: phonon_free(name, v, T), V),
                     phonon_pressure(name, V, T))
        S = lambda v: -slope(lambda t: free_energy(name, v, t), T)
        assert close(slope(S, V), weighted_heat(name, V, T) / V)
        assert close(V * curvature(lambda v: free_energy(name, v, T), V),
                     bulk_modulus(name, V, T))

# --- main result: direct minimization against the formula
table = []
for name in MODES:
    for T in (mpf(50), mpf(300), mpf(900)):
        for P in (mpf(0), 10 * GPA):
            V = volume(name, T, P)
            direct = slope(lambda t: log(volume(name, t, P)), T)
            assert close(direct, alpha_formula(name, V, T))
            if P == 0:
                simple = weighted_heat(name, V0, T) / (B0 * V0)
                table.append((name, T, V, bulk_modulus(name, V, T),
                              direct, simple))

# --- temperature at which polymorph R stops contracting
T_turn = brentq(lambda t: float(
    weighted_heat("R", volume("R", mpf(t)), mpf(t)) / KB), 50, 300)
V_turn = volume("R", mpf(T_turn))
assert V_turn < volume("R", mpf(T_turn - 20))
assert V_turn < volume("R", mpf(T_turn + 20))


# --- lowering of the free energy by expansion, and its leading order
def lowering(name, T, stiff=1):
    f = lambda V: free_energy(name, V, T, stiff)
    return f(V0) - f(minimize(f, V0))


def lowering_estimate(name, T, stiff=1):
    return V0 * phonon_pressure(name, V0, T) ** 2 / (2 * B0 * stiff)


errors = [lowering("S", mpf(900), k) / lowering_estimate("S", mpf(900), k) - 1
          for k in (10, 100)]
assert 0.08 < errors[1] / errors[0] < 0.12      # error is first order in 1/B0


# --- free-energy crossing of the two polymorphs
def gap_fixed(t):
    T = mpf(t)
    return float(free_energy("S", V0, T) - free_energy("R", V0, T))


def gap_relaxed(t):
    T = mpf(t)
    return float(free_energy("S", volume("S", T), T)
                 - free_energy("R", volume("R", T), T))


T_fixed = brentq(gap_fixed, 300, 1500)
T_relaxed = brentq(gap_relaxed, 300, 1500)
assert T_relaxed < T_fixed
assert gap_relaxed(T_relaxed - 50) > 0 > gap_relaxed(T_relaxed + 50)

# --- a shape variable s, relaxed at each volume and temperature
SHAPE_K, SHAPE_C = 100 * GPA, 30 * GPA          # stiffness, volume coupling
SHAPE_G = [mpf("1.0"), mpf("-0.5"), mpf("0.8")]  # -d ln(omega)/ds by group


def shape_quanta(V, s):
    return [quantum(w, g, V) * exp(-a * s)
            for (n, w, g), a in zip(MODES["R"], SHAPE_G)]


def shape_free(V, s, T, stiff):
    elastic = static_energy(V) + V0 * (SHAPE_K * s ** 2 / 2
                                       + SHAPE_C * s * (V / V0 - 1))
    return stiff * elastic + sum(3 * mode_free(w, T)
                                 for w in shape_quanta(V, s))


def shape_expansions(T, stiff):
    """alpha: direct, formula, clamped-shape gammas, static-shape path."""
    best = lambda V, t: minimize(lambda s: shape_free(V, s, t, stiff), mpf(0))
    relaxed = lambda V, t: shape_free(V, best(V, t), t, stiff)
    V_eq = lambda t: minimize(lambda V: relaxed(V, t), V0)
    direct = slope(lambda t: log(V_eq(t)), T)
    V = V_eq(T)
    s = best(V, T)
    heats = [3 * mode_heat(w, T) for w in shape_quanta(V, s)]
    B = V * curvature(lambda v: relaxed(v, T), V)
    path = [-V * slope(lambda v: log(shape_quanta(v, best(v, T))[i]), V)
            for i in range(3)]
    clamp = [-V * slope(lambda v: log(shape_quanta(v, s)[i]), V)
             for i in range(3)]
    formula = sum(g * c for g, c in zip(path, heats)) / (B * V)
    clamped = sum(g * c for g, c in zip(clamp, heats)) / (B * V)
    s_static = lambda v: -SHAPE_C / SHAPE_K * (v / V0 - 1)
    V_static = lambda t: minimize(
        lambda v: shape_free(v, s_static(v), t, stiff), V0)
    static = slope(lambda t: log(V_static(t)), T)
    return direct, formula, clamped, static


shape = shape_expansions(mpf(300), 1)
assert close(shape[0], shape[1])
assert abs(shape[2] / shape[0] - 1) > 0.05
deviation = []
for k in (10, 100):
    a = shape_expansions(mpf(300), k)
    assert close(a[0], a[1])
    assert abs(a[2] / a[0] - 1) > 0.05          # clamped error does not fade
    deviation.append(a[3] / a[0] - 1)
assert 0.05 < deviation[1] / deviation[0] < 0.2  # static-path error fades


# --- printed numbers
def show(label, value, digits, unit=""):
    print(f"{label}: {float(value):.{digits}f} {unit}".rstrip())


PPM = mpf(10) ** 6
show("static volume V0, both", V0, 1, "A^3")
show("static bulk modulus B0, both", B0 / GPA, 1, "GPa")
show("dB0/dP, both", BP, 1)
show("volume exponent of gamma", Q, 1)
show("static energy of S above R", OFFSET["S"] * 1000, 1, "meV")
print("Mode groups at 300 K and V(300 K); c per mode, alpha part per group")
for name in MODES:
    T = mpf(300)
    V = volume(name, T)
    BV = bulk_modulus(name, V, T) * V
    C = mpf(0)
    for n, w0, g0 in MODES[name]:
        c = mode_heat(quantum(w0, g0, V), T)
        C += n * c
        print(f"{name}: {n} modes, {float(w0*1000):.0f} meV, "
              f"gamma0 {float(g0):.1f}, gamma {float(gamma(g0, V)):.4f}, "
              f"c/kB {float(c/KB):.4f}, "
              f"part {float(n*gamma(g0, V)*c/BV*PPM):.3f} 1e-6/K")
    show(f"{name}: C_V/kB at 300 K", C / KB, 4)
    show(f"{name}: mean gamma at 300 K", weighted_heat(name, V, T) / C, 4)
    show(f"{name}: B_T V at 300 K", BV, 3, "eV")
    show(f"{name}: volume at 1 K", volume(name, mpf(1)), 4, "A^3")
print("Equilibrium at P = 0; 'simple' uses V0 and B0 throughout")
for name, T, V, B, a, simple in table:
    print(f"{name} {float(T):.0f} K: V {float(V):.4f} A^3, "
          f"B_T {float(B/GPA):.2f} GPa, alpha {float(a*PPM):.3f}, "
          f"simple {float(simple*PPM):.3f} 1e-6/K")
show("R: temperature of smallest volume", T_turn, 1, "K")
for name in MODES:
    T = mpf(900)
    show(f"{name}: phonon pressure at V0, 900 K",
         phonon_pressure(name, V0, T) / GPA, 3, "GPa")
    show(f"{name}: F lowering by expansion, 900 K",
         lowering(name, T) * 1000, 2, "meV")
    show(f"{name}: leading-order estimate of it",
         lowering_estimate(name, T) * 1000, 2, "meV")
show("F(S)-F(R) at 300 K, relaxed", gap_relaxed(300) * 1000, 2, "meV")
show("F(S)-F(R) at 900 K, fixed V0", gap_fixed(900) * 1000, 2, "meV")
show("F(S)-F(R) at 900 K, relaxed", gap_relaxed(900) * 1000, 2, "meV")
show("crossing temperature, fixed V0", T_fixed, 1, "K")
show("crossing temperature, relaxed", T_relaxed, 1, "K")
print("R with a shape variable, 300 K")
show("shape stiffness", SHAPE_K / GPA, 1, "GPa")
show("shape-volume coupling", SHAPE_C / GPA, 1, "GPa")
print("-d ln(omega)/ds by group:", ", ".join(f"{float(a):.1f}" for a in SHAPE_G))
for label, a in zip(("direct", "formula, isothermal path", "clamped gammas",
                     "static-shape path"), shape):
    show("alpha, " + label, a * PPM, 4, "1e-6/K")
print("OK")
```

Running it gives:

```
static volume V0, both: 35.0 A^3
static bulk modulus B0, both: 200.0 GPa
dB0/dP, both: 4.0
volume exponent of gamma: 2.0
static energy of S above R: 60.0 meV
Mode groups at 300 K and V(300 K); c per mode, alpha part per group
R: 3 modes, 20 meV, gamma0 -0.5, gamma -0.5054, c/kB 0.9513, part -2.893 1e-6/K
R: 3 modes, 40 meV, gamma0 1.0, gamma 1.0108, c/kB 0.8240, part 5.011 1e-6/K
R: 3 modes, 70 meV, gamma0 1.5, gamma 1.5162, c/kB 0.5663, part 5.166 1e-6/K
R: C_V/kB at 300 K: 7.0247
R: mean gamma at 300 K: 0.5170
R: B_T V at 300 K: 42.964 eV
R: volume at 1 K: 35.1637 A^3
S: 3 modes, 15 meV, gamma0 2.0, gamma 2.0410, c/kB 0.9735, part 12.182 1e-6/K
S: 3 modes, 40 meV, gamma0 1.0, gamma 1.0205, c/kB 0.8255, part 5.165 1e-6/K
S: 3 modes, 70 meV, gamma0 1.5, gamma 1.5307, c/kB 0.5707, part 5.356 1e-6/K
S: C_V/kB at 300 K: 7.1091
S: mean gamma at 300 K: 1.5626
S: B_T V at 300 K: 42.165 eV
S: volume at 1 K: 35.2129 A^3
Equilibrium at P = 0; 'simple' uses V0 and B0 throughout
R 50 K: V 35.1635 A^3, B_T 196.78 GPa, alpha -0.585, simple -0.579 1e-6/K
R 300 K: V 35.1883 A^3, B_T 195.62 GPa, alpha 7.285, simple 7.032 1e-6/K
R 900 K: V 35.4108 A^3, B_T 188.97 GPa, alpha 11.955, simple 11.142 1e-6/K
S 50 K: V 35.2153 A^3, B_T 195.65 GPa, alpha 4.984, simple 4.745 1e-6/K
S 300 K: V 35.3566 A^3, B_T 191.07 GPa, alpha 22.703, simple 21.355 1e-6/K
S 900 K: V 35.9446 A^3, B_T 175.13 GPa, alpha 30.419, simple 25.882 1e-6/K
R: temperature of smallest volume: 113.7 K
R: phonon pressure at V0, 900 K: 2.258 GPa
R: F lowering by expansion, 900 K: 2.87 meV
R: leading-order estimate of it: 2.78 meV
S: phonon pressure at V0, 900 K: 4.930 GPa
S: F lowering by expansion, 900 K: 14.20 meV
S: leading-order estimate of it: 13.27 meV
F(S)-F(R) at 300 K, relaxed: 35.29 meV
F(S)-F(R) at 900 K, fixed V0: -7.22 meV
F(S)-F(R) at 900 K, relaxed: -18.55 meV
crossing temperature, fixed V0: 802.5 K
crossing temperature, relaxed: 707.1 K
R with a shape variable, 300 K
shape stiffness: 100.0 GPa
shape-volume coupling: 30.0 GPa
-d ln(omega)/ds by group: 1.0, -0.5, 0.8
alpha, direct: 5.7203 1e-6/K
alpha, formula, isothermal path: 5.7203 1e-6/K
alpha, clamped gammas: 7.6244 1e-6/K
alpha, static-shape path: 5.7223 1e-6/K
OK
```
